# Why phonon conductivity per slab width passes through a Knudsen minimum

Take a clean dielectric film at 15 K in which phonons collide every 10 µm on average, conserve momentum when they do, and lose it at rough surfaces. For heat flowing along the film, the model below gives these ratios of conductivity \(k\) to width \(d\):

- 22.8 W/(m K µm) at 1.00 µm,
- 18.9 W/(m K µm) at 6.30 µm,
- 48.9 W/(m K µm) at 100 µm.

If collisions merely hindered heat flow, the ratio would keep falling as the film widened. If they merely helped, it would keep rising. Two contributions of opposite trend are at work, and they can be separated.

## The model, reduced to a path length

The slab occupies \(0<y<d\), and heat flows along \(x\). It is long and wide enough that only \(y\) matters. The phonons are those of a gray Debye solid: every branch has speed \(v\), every frequency has the same mean free path \(\Lambda\), and \(C\) is the heat capacity per volume. Let \(\mu_x,\mu_y\) be direction cosines and plain angle brackets an average over all directions.

Normal collisions relax the phonons towards a displaced Planck distribution. For small drift velocity \(u\), the displacement changes the occupation by \(-q_xu\,\partial n_0/\partial\omega\), with \(q_x=\omega\mu_x/v\). Since \(\partial n_0/\partial T=-(\omega/T)\,\partial n_0/\partial\omega\), this has the frequency shape of \(\partial n_0/\partial T\), as does the driving term of the temperature gradient. The deviation from equilibrium can therefore be written

\[
\delta n=\left(-\frac{dT}{dx}\right)\frac{\partial n_0}{\partial T}\,\varphi(y,\text{direction}),
\]

where \(\varphi\) is a length. Dividing the steady linearized Boltzmann equation by \(v(-dT/dx)\,\partial n_0/\partial T\) gives

\[
\mu_y\varphi'=\mu_x-\frac{\varphi-a\mu_x}{\Lambda}.
\]

Momentum conservation requires \(\langle\mu_x\varphi\rangle=a\langle\mu_x^2\rangle=a/3\), so \(a=3\langle\mu_x\varphi\rangle\). The solution is odd in \(\mu_x\), so there is no local temperature change and no drift across the slab. A diffuse wall re-emits the arriving energy isotropically. The arriving deviation is odd in \(\mu_x\) and sums to zero, so phonons leave a wall with \(\varphi=0\).

The heat flux is \(Cv(-dT/dx)\langle\mu_x\varphi\rangle\). Averaged over the width, it gives

\[
k=\frac{CvL}{3},\qquad L=\frac1d\int_0^d3\langle\mu_x\varphi\rangle\,dy .
\]

Now put \(\varphi=\mu_x\psi(y,\mu)\) with \(\mu=\mu_y\). Averaging \(\mu_x^2\) over azimuth gives \((1-\mu^2)/2\), hence

\[
3\langle\mu_x^2\psi\rangle=\frac12\int_{-1}^{1}w(\mu)\psi\,d\mu\equiv\langle\psi\rangle_w,\qquad w=\tfrac32(1-\mu^2).
\]

The weight is normalized, \(\langle1\rangle_w=1\). Cancelling \(\mu_x\) leaves

\[
\mu\psi'=1-\frac{\psi-\langle\psi\rangle_w}{\Lambda},\qquad L=\frac1d\int_0^d\langle\psi\rangle_w\,dy. \tag{1}
\]

This describes a random walk. Trace a walker backwards from \(y\) through a short path \(ds\). It gains length \(ds\), and with probability \(ds/\Lambda\) its direction is redrawn with weight \(w\):

\[
\psi(y,\mu)=ds+\left(1-\frac{ds}{\Lambda}\right)\psi(y-\mu\,ds,\mu)+\frac{ds}{\Lambda}\langle\psi\rangle_w .
\]

Expanding to first order in \(ds\) returns (1). Thus \(\psi\) is the mean path to a wall, and by mirror symmetry \(L\) is the same for walks traced forwards. The walker carries momentum along the slab; it is not one labelled phonon.

Measured in units of \(\Lambda\), equation (1) contains only \(\delta=d/\Lambda\). Therefore \(L/d=F(\delta)\) and \(k/d=CvF/3\). At \(\delta=1\), solving the full directional equation and solving (1) both give \(F=2.243\); simulating the walk gives \(2.239\pm0.004\).

## Contribution one: the path before the first collision

Let \(m=|\mu|\), so small \(m\) means grazing the walls. If the wall lies a distance \(s\) ahead, the mean path before a collision or the wall is

\[
\int_0^s e^{-t/\Lambda}dt=\Lambda(1-e^{-s/\Lambda}).
\]

For starts spread evenly over the width, \(s\) is uniform between 0 and \(d/m\). Averaging over \(s\), then over \(m\), and dividing by \(d\) gives

\[
F_1=\frac1\delta\left[1-\frac1\delta\int_0^1 w(m)\,m\,(1-e^{-\delta/m})\,dm\right]. \tag{2}
\]

With \(s=\sigma d\), each start contributes \((1-e^{-\sigma\delta})/\delta=\int_0^\sigma e^{-t\delta}dt\), which decreases with \(\delta\). So \(F_1\) falls at every width.

Its size in thin slabs comes from grazing directions. Without collisions the mean path at slope \(m\) is \(d/(2m)\), whose average diverges logarithmically at \(m\to0\). Collisions cut the divergence off near \(m\sim\delta\). To find the constant as well, substitute \(m=\delta/b\) in (2):

\[
F_1=\frac32\int_\delta^\infty\left(1-\frac{\delta^2}{b^2}\right)\frac{N(b)}{b^3}\,db,\qquad N=b-1+e^{-b}.
\]

For small \(b\), \(N\approx b^2/2\). The term with \(\delta^2\) is then dominated by its lower end and tends to \(-\frac32\cdot\frac12\cdot\frac12=-\frac38\). For the other term, integrate by parts twice:

\[
\int_\delta^\infty\frac{N}{b^3}db=\frac{N(\delta)}{2\delta^2}+\frac12\left[\frac{1-e^{-\delta}}{\delta}+\int_\delta^\infty\frac{e^{-b}}{b}db\right]
\to\frac14+\frac12\left(1-\gamma+\ln\frac1\delta\right).
\]

The last integral tends to \(-\gamma-\ln\delta\), where \(\gamma\) is Euler's constant. Multiplying by \(3/2\) and subtracting \(3/8\),

\[
F_1\to\tfrac34\left(\ln\frac1\delta+1-\gamma\right)\qquad(\delta\to0).
\]

This contribution has a meaning of its own. If each collision destroyed momentum, the walk would end there and \(F\) would equal \(F_1\). Purely resistive collisions therefore give no minimum.

## Contribution two: the path after the first collision

Write \(F=F_1+F_2\). In a thin slab, the chance of a collision before the wall is the mean first path times the collision rate, \(L_1/\Lambda=\delta F_1\). The path that follows is about \(L\) long. Hence \(F_2\approx\delta F^2\) to leading order, which vanishes as \(\delta\to0\). At \(\delta=0.01\) this estimate is \(0.01\times3.92^2=0.154\), against the computed 0.148.

For thick slabs, two moments of (1) are useful. Averaging (1) with weight \(w\) removes the collision term:

\[
\frac{d}{dy}\langle\mu\psi\rangle_w=1\quad\Rightarrow\quad\langle\mu\psi\rangle_w=y-\frac d2 ,
\]

the constant following from mirror symmetry. Multiplying (1) by \(\mu\) before averaging, and using \(\langle\mu\rangle_w=0\),

\[
\frac{d}{dy}\langle\mu^2\psi\rangle_w=-\frac{\langle\mu\psi\rangle_w}{\Lambda}=\frac{d-2y}{2\Lambda}
\quad\Rightarrow\quad
\langle\mu^2\psi\rangle_w=B+\frac{y(d-y)}{2\Lambda}. \tag{3}
\]

Here \(B\ge0\) is the value at a wall. The first moment is the momentum flow towards the walls. Its wall values \(\mp d/2\) do not contain \(\Lambda\): for a given temperature gradient, the walls take up the same momentum however often phonons collide. Collisions therefore do not remove the wall drag. In a thick slab they lengthen the path by which momentum reaches the walls, so a larger flow accompanies the same drag.

Since \(\mu^2\le1\), \(\langle\psi\rangle_w\ge\langle\mu^2\psi\rangle_w\). The mean of \(y(d-y)\) over the width is \(d^2/6\), so (3) gives \(L\ge d^2/(12\Lambda)\), or \(F\ge\delta/12\). Together with \(F\ge F_1\), this makes \(F\) diverge at both ends. It is also continuous. On any bounded range of \(\delta\), each flight has at least some fixed chance of escape, so the sum over numbers of collisions converges uniformly, and each term is continuous. A minimum of \(k/d\) must therefore exist in this model.

The bound is not the actual growth law. In a thick slab \(\psi\sim d^2/\Lambda\), while (1) gives \(\psi-\langle\psi\rangle_w=\Lambda(1-\mu\psi')\), which is only of order \(d\). So, except in a layer of order \(\Lambda\) at each wall, where \(\psi\) itself is only of order \(d\) and vanishes for leaving phonons, \(\psi\) is nearly independent of direction, and

\[
\langle\mu^2\psi\rangle_w\approx\langle\mu^2\rangle_w\langle\psi\rangle_w=\tfrac15\langle\psi\rangle_w,\qquad
\langle\mu^2\rangle_w=\tfrac32\left(\tfrac13-\tfrac15\right)=\tfrac15 .
\]

Inserting this in (3) and averaging over the width,

\[
F\approx\frac{5\delta}{12}+\frac{5B}{d}.
\]

The first term is phonon Poiseuille flow: the gradient supplies momentum throughout the slab, and the momentum diffuses to the walls. The second is a slip term that stays bounded. At a wall \(\langle m^2\psi\rangle_w\le\langle m\psi\rangle_w=d/2\), so \(5B/d\le5/2\). Between \(\delta=12\) and 24 the computed slope is 0.414, close to \(5/12=0.417\).

## Weighing the two

| \(\delta\) | \(F\) | \(F_1\) | \(F_2\) |
|---|---|---|---|
| 0.01 | 3.92 | 3.78 | 0.15 |
| 0.10 | 2.65 | 2.09 | 0.56 |
| 0.63 | 2.20 | 0.92 | 1.28 |
| 3.0 | 2.88 | 0.29 | 2.59 |
| 10 | 5.69 | 0.10 | 5.59 |

From \(\delta=0.10\) to 0.63, the first contribution loses 1.18 and the second gains 0.73. From 0.63 to 3.0, the loss is 0.62 and the gain 1.31. The minimum is where the two rates of change cancel. Both processes act on each side of it, so the minimum marks a shift of balance, not a boundary between separate stages.

The conductivity itself has no minimum: \(k\) is proportional to \(\delta F\), which rose at each step of a 40-point scan from \(\delta=0.01\) to 12. On the same scan \(F\) turned once.

## Removing the grazing phonons

The split does not yet show that grazing phonons cause the initial fall. To test that, remove all directions with \(m<c\), renormalize \(w\), and let collisions redraw directions among those that remain. Momentum is still conserved.

For \(\delta\ll c\), collisions are rare, and first order suffices. At slope \(m\), the free path has mean \(d/(2m)\) and mean square \(d^2/(3m^2)\). Expanding \(\Lambda(1-e^{-s/\Lambda})\approx s-s^2/(2\Lambda)\), the path lost through collision is \(d^2/(6m^2\Lambda)\). The chance of a collision is \(d/(2m\Lambda)\). The path gained afterwards, averaged over the two signs of \(\mu\), is

\[
\left\langle\frac12\left(\frac ym+\frac{d-y}m\right)\right\rangle_w=\frac d2\left\langle\frac1m\right\rangle_w ,
\]

wherever the collision took place. Adding these pieces,

\[
F=\frac12\left\langle\frac1m\right\rangle_w+\delta\left[\frac14\left\langle\frac1m\right\rangle_w^2-\frac16\left\langle\frac1{m^2}\right\rangle_w\right]+\dots \tag{4}
\]

The initial fall requires \(\langle1/m^2\rangle_w>\frac32\langle1/m\rangle_w^2\), that is, a wide enough spread of free paths. If all phonons had the same slope, the bracket would be \(1/(12m^2)\), which is positive: collisions would help from the start. Deflection hurts when it takes phonons out of unusually long paths.

For the cut distribution, with \(M=\int_c^1(1-m^2)dm=\frac23-c+\frac{c^3}3\),

\[
\left\langle\frac1m\right\rangle_w=\frac{\ln(1/c)-(1-c^2)/2}{M},\qquad
\left\langle\frac1{m^2}\right\rangle_w=\frac{1/c-2+c}{M}.
\]

As \(c\to0\), the second average grows like \(1/c\) and the square of the first only like \(\ln^2(1/c)\), so the loss wins. The bracket in (4) is \(-0.780\) at \(c=0.05\) and \(+0.311\) at \(c=0.2\); the numerical solution gives \(-0.779\) and \(+0.311\). The sign changes at \(c=0.0813\), or 4.7° from the wall plane. The removed directions carry only about \(\frac32c=12\%\) of the weight.

An initial rise does not by itself exclude a dip further on. For \(c=0.2\), which removes 30% of the weight, the whole scan was tested, and \(F\) rose at each step, with values 1.21, 1.49 and 4.10 at \(\delta=0.01\), 1 and 10. The minimum is gone, although momentum-conserving collisions and diffuse walls remain. Removing the same 30% elsewhere does not do this: without the steepest directions (\(m>0.515\)) the minimum sits near \(\delta=0.4\), and without the band \(0.2<m<0.42\) near \(\delta=0.9\).

The same exchange can be seen in the uncut slab at its minimum. Phonons starting at \(m=0.05\) would travel \(10d\) freely, but travel \(3.5d\) with collisions. Those starting at \(m=0.5\) go from \(1.0d\) to \(1.6d\). The crossover is at \(m=0.18\), or 10.5°. First order in \(\delta/m\) is not enough here, but the first flight can be kept exactly. With \(b=\delta/m\) and \(N\) as above, averaging over starting points gives a first path \(p\Lambda\) and a collision chance \(p=N(b)/b\). If the path after a collision is about \(L\), gain and loss balance when \(p(\Lambda+L)=d/(2m)\), or

\[
\frac{2N(b)}{b^2}=\frac1{1+\delta F}.
\]

For \(\delta=0.63\) and \(F=2.20\) the right side is 0.419, which gives \(b\approx3.4\) and \(m\approx0.18\).

## The film in laboratory units

The film has \(v=4000\) m/s, \(T=15\) K and \(\Lambda=10\) µm. The low-temperature Debye law gives

\[
C=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v}\right)^3=6450\ \mathrm{J/(m^3K)},
\]

so \(Cv/3=8.60\) W/(m K µm). The minimum lies at \(d=0.630\times10\) µm \(=6.30\) µm, where

\[
\frac kd=8.60\times2.20=18.9\ \mathrm{W/(m\,K\,µm)},\qquad k=119\ \mathrm{W/(m\,K)}.
\]

This ratio is 17% below that at 1 µm. Temperature, and hence \(C\) and \(\Lambda\), is fixed in the comparison. If temperature is varied at fixed width instead, the quantity that follows \(F\) is \(k/(Cvd)\), not \(k/d\).

These are rough round values for a very pure dielectric crystal at cryogenic temperature, not data for a particular material. A sound speed of a few km/s is ordinary, but the normal path is on the short side: order-of-magnitude Callaway-type rates for this speed, the atomic volume used below, atoms of 28 u and Grüneisen parameters from 0.5 to 2 give roughly 30 µm to a few mm at 15 K. A longer \(\Lambda\) scales all widths up and makes weak resistive scattering, the demanding condition, harder to meet. With a resistive path of 1 mm, a hundred times \(\Lambda\), the minimum moves to \(\delta=0.68\) and \(F\) drops by 1.4%. In the gray model the minimum disappears when the resistive path is less than about 19 times the normal one. Films in which umklapp, isotope or impurity scattering is that strong are outside this regime, and at 15 K mass disorder alone can be enough. With the Rayleigh rate \(V_0\Gamma\omega^4/(4\pi v^3)\), an atomic volume \(V_0=2\times10^{-29}\) m³ and \(\Gamma=2\times10^{-4}\), of the order of a natural isotope mixture, the resistive path at the typical thermal frequency (taken throughout as the heat-capacity-weighted mean, \(\hbar\omega=4.8\,k_BT\); at \(3.8\,k_BT\) the same rate gives about 260 µm) is only about 100 µm, and a scan from \(\delta=0.2\) to 15 shows no minimum. Because this rate grows as \(\omega^4\), the gray factor of 19 does not carry over: no rise appears on that scan even with a path of about \(40\Lambda\) at the typical frequency, and a path of 1 mm there leaves the minimum but gives \(F=2.2\) at \(\delta=10\).

Resistance matters more in the 100 µm film, where \(L=5.69\times100=569\) µm (the cell grid of the output below gives \(F=5.683\), about 0.003 under the converged 5.686). Resistive collisions end a walk of length \(s\) after a mean path \(\Lambda_R(1-e^{-s/\Lambda_R})\). This function is concave in \(s\), so its average cannot exceed its value at the mean \(s\). For \(\Lambda_R=1\) mm, \(L\) is at most \(1000(1-e^{-0.569})\approx434\) µm. The opening value of 48.9 then falls to at most about 37 W/(m K µm); solving the equation with the resistive term gives 30. Since \(L\le\Lambda_R\), \(F\) must fall to zero in very wide slabs, so with any resistance the minimum is only a local one. For \(\Lambda_R=100\Lambda\), \(F\) peaks at 3.5 near \(\delta=11\) and is down to 1.7 at \(\delta=50\), below its value at the minimum.

Real surfaces are also not equally diffuse at all angles. For random height variations of root-mean-square size \(\eta\) and wave number \(q\), the reflected phase has a root-mean-square variation \(2qm\eta\). A Gaussian estimate of the specular fraction is \(e^{-(2qm\eta)^2}\), largest for grazing phonons. At the typical wavelength of 2.7 nm, 20 nm roughness leaves the minimum practically unchanged. If every phonon is given that one wavelength, a 1 nm polish moves it to \(\delta=1.04\), about 10 µm, and raises \(F\) there to 2.56, or 16% above the diffuse minimum. This understates the effect, because the longer thermal waves are much more specular: with the fraction evaluated frequency by frequency over the thermal spectrum, the minimum lies at \(\delta=1.13\) with \(F=2.83\), or 29% above.

The single mean free path is another simplification. A normal collision rate growing as frequency squared, with the same thermal mean rate, puts the minimum at \(\delta=0.79\) with \(F=2.37\), 8% higher. The thick side changes much more, because the rarely colliding low-frequency phonons carry momentum to the walls faster: \(F\) at \(\delta=10\) is 4.17 instead of 5.69, which turns the opening 48.9 into about 36 W/(m K µm), and the slope between \(\delta=30\) and 60 is about 0.15 instead of 0.42. Each of these corrections was computed separately, and together they weigh more. With the 1 mm resistive path, the frequency-resolved 1 nm polish and the frequency-squared rate all applied, \(F\) is about 3.6, 3.21 and 3.26 at \(\delta=1\), 3 and 5: the minimum moves to \(\delta\) near 3 and the rise after it shrinks to about 2.5%, up to a maximum of 3.29 near \(\delta=7.4\). The wavelength is \(4\times10^{-4}\) of the width at the minimum, which supports treating phonons as particles there. Elastic anisotropy, separate branch speeds and finite film length remain outside the model; a film not much longer than \(\Lambda\) cuts the grazing paths at its length \(X\) rather than at \(\Lambda\). The rise on thinning survives but is lower: without collisions and between absorbing ends, \(F\) is 1.80, 2.61 and 3.53 for \(X/d=10\), 30 and 100, against 2.65, 3.19 and 3.92 for an endless film whose \(\Lambda\) equals that \(X\). The thick side is more demanding. Between absorbing ends, even without any wall drag, the effective \(L\) is only about 0.7 of the film length, so the 100 µm value, with \(L=569\) µm, needs a film many times longer than that. The numerical output below lists the values for the basic model and the position of the minimum under each single correction; it does not list the thick-film values with resistance, the normal-path, isotope and finite-length estimates, the equal-weight cuts, the thick-film values for the frequency-squared rate, the frequency-resolved polish or the combined case.

## Numbers as computed

```
CHECKS (F = L/d, delta = d/Lambda, no unit)
F at delta=1, integral equation: 2.2427
F at delta=1, directional Boltzmann: 2.2427
F at delta=1, random walk: 2.2388 +- 0.0040
second-moment rise wall to centre, delta=1: 0.12500
F at delta=1e-4: 7.2301; logarithmic law: 7.2248
thick-slab slope dF/ddelta: 0.4139; 5/12 = 0.4167
CURVE: delta, F, before first collision, after it
  0.010  3.924  3.776  0.148
  0.100  2.647  2.091  0.556
  0.300  2.286  1.352  0.934
  0.630  2.200  0.915  1.285
  3.000  2.883  0.292  2.591
  10.000  5.683  0.096  5.587
minimum: delta = 0.630, F = 2.1996
GRAZING DIRECTIONS REMOVED
cut m<0.05: F'(0) formula -0.780, numeric -0.779
cut m<0.2: F'(0) formula 0.311, numeric 0.311
cut that ends the initial fall: m = 0.0813
  as angle from wall plane: 4.67 deg
F with m<0.2 removed, delta=0.01: 1.206
F with m<0.2 removed, delta=1.0: 1.486
F with m<0.2 removed, delta=10.0: 4.098
PATH TO WALL AT THE MINIMUM, in units of d
start m=0.05: free 10.00, with collisions 3.52
start m=0.5: free 1.00, with collisions 1.64
crossover: m = 0.181, 10.5 deg
EXAMPLE (rough round parameters)
speed 4000 m/s, temperature 15 K
normal mean free path: 10 um
heat capacity: 6450 J/(m^3 K)
d = 1.00 um: k = 22.8 W/(m K), k/d = 22.77 W/(m K um)
d = 6.30 um: k = 119.2 W/(m K), k/d = 18.92 W/(m K um)
d = 100.00 um: k = 4887.4 W/(m K), k/d = 48.87 W/(m K um)
NEGLECTED EFFECTS: position and value of the minimum
resistive path 1 mm: delta 0.684, F 2.168
smallest resistive/normal path ratio with a minimum: 19.0
roughness 20 nm: delta 0.632, F 2.200
roughness 1 nm: delta 1.036, F 2.558
normal rate ~ frequency^2 (same mean rate): delta 0.788, F 2.368
typical phonon wavelength: 2.67 nm
wavelength / width at minimum: 4.2e-04
```
